# Negative event weights and the interference term of Bhabha scattering

## Problem

An event generator returns events with weights $+w$ or $-w$, where $w>0$ is a known constant. A fraction $f$ of the events is expected to be negative.

**(a)** Show that, for the same relative error on a cross section, this sample needs

$$R=\frac{1}{(1-2f)^2}$$

times as many events as a sample whose weights all have one sign. State what must be assumed about the number of events.

**(b)** Find $f$ and $R$ when the sample represents only the interference between the two tree-level diagrams of unpolarized Bhabha scattering, $e^-(p_1)\,e^+(p_2)\to e^-(p_3)\,e^+(p_4)$. Keep the electron mass $m$. How many events give a 1% error on the interference cross section at $\sqrt s=10$ GeV with $|\cos\theta|\le0.8$?

Only photon exchange is included; $Z$ exchange, radiation and the running of the coupling are left out. Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and

$$s=(p_1+p_2)^2,\quad t=(p_1-p_3)^2,\quad u=(p_1-p_4)^2,\quad s+t+u=4m^2 .$$

The angle $\theta$ is that of the outgoing electron in the centre-of-mass frame, and $x=\cos\theta$.

## Hints

1. Let the total number of events be Poisson distributed. What are then the distributions of the numbers of positive and negative events?
2. The cross section is proportional to the difference of these numbers. Variances of independent numbers add, even when the numbers are subtracted.
3. In (b), $f$ is fixed by the sign of the interference at each angle. Settle the relative sign of the two diagrams first, then do one trace.
4. Write the trace in terms of $u$ and $m^2$, factorize it, and ask which signs $s$, $t$ and $u$ can have in the physical region.

## Solution

### (a) The statistical factor

Let $N$ be the number of events in the region of interest, Poisson distributed with mean $\nu$. Each event is independently negative with probability $f$. The probability of $n_+$ positive and $n_-$ negative events, with $n=n_++n_-$, is

$$e^{-\nu}\frac{\nu^{n}}{n!}\;\frac{n!}{n_+!\,n_-!}(1-f)^{n_+}f^{n_-}
=\frac{e^{-(1-f)\nu}[(1-f)\nu]^{n_+}}{n_+!}\;\frac{e^{-f\nu}[f\nu]^{n_-}}{n_-!}.$$

The factorials $n!$ cancel, and $\nu^n$ and $e^{-\nu}$ split between the two factors. The numbers $N_+$ and $N_-$ are therefore independent Poisson variables with means $(1-f)\nu$ and $f\nu$.

The estimate of the cross section is $wD$ with $D=N_+-N_-$. A Poisson variance equals its mean, so

$$\langle D\rangle=(1-f)\nu-f\nu=(1-2f)\nu,\qquad
\operatorname{Var}D=(1-f)\nu+f\nu=\nu .$$

Mixing the two signs reduces the size of the signal but not the noise. The constant $w$ drops out of the relative error:

$$\delta=\frac{\sqrt{\operatorname{Var}D}}{|\langle D\rangle|}=\frac{1}{\sqrt{\nu}\,|1-2f|}
\quad\Longrightarrow\quad \nu=\frac{1}{\delta^2(1-2f)^2}.$$

For weights of one sign the same formula gives $\nu=1/\delta^2$. The ratio is $R$, as required.

$R$ is the factor by which the sample is multiplied; the additional events are $R-1$ times the one-sign sample. For small $f$, $R\approx1+4f$. If $f=\tfrac12-\epsilon$, then $R=1/(4\epsilon^2)$, which diverges as $\epsilon\to0$: the signal cancels while the noise stays. Finally, $R$ is unchanged under $f\to1-f$, since reversing every sign turns $D$ into $-D$. The cost comes from mixing signs, not from negative signs as such.

### (b) The sign of the interference

**Relative sign of the diagrams.** In the scattering diagram the field operators act in the order $b_3^\dagger b_1d_2d_4^\dagger$, where $b$ and $d$ annihilate electrons and positrons. In the annihilation diagram the order is $d_2b_1b_3^\dagger d_4^\dagger$. The four modes are distinct, so all these operators anticommute. The two strings differ by the exchange of the first and third operators, an odd permutation, which gives a factor $-1$. Up to a common phase,

$$M=e^2\left\{\frac{[\bar u_3\gamma^\mu u_1][\bar v_2\gamma_\mu v_4]}{t}
-\frac{[\bar v_2\gamma^\mu u_1][\bar u_3\gamma_\mu v_4]}{s}\right\}\equiv M_t+M_s .$$

**Spin sum.** The conjugate of $[\bar v_2\gamma^\nu u_1][\bar u_3\gamma_\nu v_4]$ is $[\bar u_1\gamma^\nu v_2][\bar v_4\gamma_\nu u_3]$. The product $M_tM_s^*$ thus forms one closed chain,

$$[\bar u_3\gamma^\mu u_1][\bar u_1\gamma^\nu v_2][\bar v_2\gamma_\mu v_4][\bar v_4\gamma_\nu u_3].$$

With $\sum u\bar u=\not p+m$ and $\sum v\bar v=\not p-m$, and the names $a=p_3$, $b=p_1$, $c=p_2$, $d=p_4$,

$$\sum_{\rm spins}2\,{\rm Re}\,M_tM_s^*=-\frac{2e^4}{st}\,T,$$

$$T={\rm Tr}\big[(\not a+m)\gamma^\mu(\not b+m)\gamma^\nu(\not c-m)\gamma_\mu(\not d-m)\gamma_\nu\big].$$

**Contractions.** Moving $\gamma_\mu$ to the left with $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$, and starting from $\gamma^\mu\gamma_\mu=4$, one finds in turn

$$\gamma^\mu\not a\gamma_\mu=2\not a-4\not a=-2\not a,$$
$$\gamma^\mu\not a\not b\gamma_\mu=2\not b\not a+2\not a\not b=4\,a\cdot b,$$
$$\gamma^\mu\not a\not b\not c\gamma_\mu=2\not c\not a\not b-4(a\cdot b)\not c=-2\not c\not b\not a .$$

The last step uses $\not a\not b-2a\cdot b=-\not b\not a$. These rules also hold when a slashed vector is replaced by a single $\gamma^\nu$.

Terms of $T$ with an odd number of momenta contain an odd number of $\gamma$ matrices and vanish. The term with four momenta is

$$-2\,{\rm Tr}[\not a\not c\gamma^\nu\not b\not d\gamma_\nu]=-8(b\cdot d)\,{\rm Tr}[\not a\not c]=-32(a\cdot c)(b\cdot d).$$

The six traces with two momenta are

- $ab$: ${\rm Tr}[\not a\gamma^\mu\not b\gamma^\nu\gamma_\mu\gamma_\nu]=-2{\rm Tr}[\not a\gamma^\mu\not b\gamma_\mu]=16\,a\cdot b$
- $cd$: ${\rm Tr}[\gamma^\mu\gamma^\nu\not c\gamma_\mu\not d\gamma_\nu]=4{\rm Tr}[\not d\not c]=16\,c\cdot d$
- $ac$: ${\rm Tr}[\not a\gamma^\mu\gamma^\nu\not c\gamma_\mu\gamma_\nu]=4{\rm Tr}[\not a\not c]=16\,a\cdot c$
- $bd$: ${\rm Tr}[\gamma^\mu\not b\gamma^\nu\gamma_\mu\not d\gamma_\nu]=4{\rm Tr}[\not d\not b]=16\,b\cdot d$
- $ad$: ${\rm Tr}[\not a\gamma^\mu\gamma^\nu\gamma_\mu\not d\gamma_\nu]=-2{\rm Tr}[\not a\gamma^\nu\not d\gamma_\nu]=16\,a\cdot d$
- $bc$: ${\rm Tr}[\gamma^\mu\not b\gamma^\nu\not c\gamma_\mu\gamma_\nu]=-2{\rm Tr}[\not c\gamma^\nu\not b\gamma_\nu]=16\,b\cdot c$

Each is multiplied by the masses from the other two brackets. For $ab$ these are $(-m)(-m)=m^2$, and for $cd$ they are $(+m)(+m)=m^2$. The other four pairs leave one mass of each sign, hence $-m^2$. The term without momenta is $m^4{\rm Tr}[\gamma^\mu\gamma^\nu\gamma_\mu\gamma_\nu]=-2m^4{\rm Tr}[\gamma^\nu\gamma_\nu]=-32m^4$. Altogether

$$T=-32(a\cdot c)(b\cdot d)+16m^2\big(a\cdot b+c\cdot d-a\cdot c-b\cdot d-a\cdot d-b\cdot c\big)-32m^4 .$$

**Invariants.** From the definitions of $s,t,u$ and momentum conservation,

$$a\cdot b=c\cdot d=m^2-\tfrac t2,\quad a\cdot c=b\cdot d=m^2-\tfrac u2,\quad a\cdot d=b\cdot c=\tfrac s2-m^2 .$$

The large bracket becomes

$$(2m^2-t)-(2m^2-u)-(s-2m^2)=2m^2+u-(s+t)=2u-2m^2,$$

where $s+t=4m^2-u$ was used. Therefore

$$\begin{aligned}T&=-8(2m^2-u)^2+32m^2(u-m^2)-32m^4\\
&=-8u^2+64m^2u-96m^4=-8(u-2m^2)(u-6m^2).\end{aligned}$$

Averaging over the four initial spin states gives

$$\overline{2\,{\rm Re}\,M_tM_s^*}=\frac14\left(-\frac{2e^4}{st}\right)T=\frac{4e^4(u-2m^2)(u-6m^2)}{st}.$$

**The sign.** In the centre-of-mass frame all four energies are equal. With $k^2=s/4-m^2$,

$$t=-2k^2(1-x),\qquad u=-2k^2(1+x).$$

For $s>4m^2$ and $x<1$ we have $t<0$ and $u\le0$. Both brackets in the numerator are then negative and their product is positive, while $st<0$. The interference is negative at every allowed angle, for any mass $m>0$. For $m=0$ the numerator is $u^2$, and the term vanishes at the single point $x=-1$, where no events are produced. Hence

$$f=1,\qquad R=\frac{1}{(1-2)^2}=1 .$$

The pure interference sample carries no penalty. All its weights are negative, so nothing cancels within it. It represents a deficit relative to the squared diagrams, and the size of this deficit is measured as efficiently as a positive cross section. Since the sign is the same at every angle, this holds in each angular bin as well as in the total.

The trace formula was tested against sums over explicit Dirac spinors for $s/m^2$ between 4.01 and 100; the largest relative deviation is $2\times10^{-15}$. The interference value closest to zero in that scan is $-0.0050\,e^4$. The formula gives this value at $s=100m^2$, $x=-1$: there $u=0$ and $t=-96m^2$, so the term is $4\cdot12/(100\cdot(-96))\,e^4=-0.0050\,e^4$. The mass keeps it away from zero at the backward point.

**Cross section at 10 GeV.** Here $m^2/s=2.6\times10^{-9}$, and at the angles considered the mass can be dropped. With $d\sigma/d\Omega=\overline{|M|^2}/(64\pi^2s)$, $e^2=4\pi\alpha$ and $d\Omega\to2\pi\,dx$,

$$\frac{d\sigma_{\rm int}}{dx}=\frac{2\pi(4\pi\alpha)^2}{64\pi^2s}\,\frac{4u^2}{st}
=\frac{\pi\alpha^2}{s}\,\frac{2u^2}{st}.$$

Let $\tau=(1-x)/2$, so that $t=-s\tau$ and $u=-s(1-\tau)$. Then

$$\frac{d\sigma_{\rm int}}{dx}=-\frac{\pi\alpha^2}{s}I(\tau),\qquad I(\tau)=\frac{2(1-\tau)^2}{\tau}=\frac2\tau-4+2\tau .$$

The term $2/\tau$ makes the integral diverge logarithmically in the forward direction, so a cut is needed. For $|x|\le0.8$, $\tau$ runs from 0.1 to 0.9:

$$\int I\,d\tau=\big[2\ln\tau-4\tau+\tau^2\big]_{0.1}^{0.9}=2\ln9-3.2+0.8=1.994 .$$

With $\pi\alpha^2/s=651.4$ pb and $dx=2\,d\tau$ in magnitude,

$$\sigma_{\rm int}=-2(651.4\ {\rm pb})(1.994)\approx-2598\ {\rm pb}.$$

A 1% error needs $R/\delta^2=1/(0.01)^2=10\,000$ events in the acceptance. If 1% is wanted in each angular bin, this number is needed per bin.

As a check on the statistics, unweighted interference events were cut into 12 000 pseudo-experiments with a Poisson number of events, 20 on average. The mean event number times the relative variance of $D$ came out as 1.006. The expected scatter of a variance from that many experiments is about $\sqrt{2/12000}=1.3\%$, so this agrees with $R=1$.

## Variation 1: adding the squared diagrams

*The squared diagrams and the interference are generated separately, with the same $|w|$, and the samples are merged. Find $f$ and $R$ for the merged sample in the same acceptance, and the largest $f$ at any angle.*

For $m=0$ the squared $t$-channel diagram contains ${\rm Tr}[\not p_3\gamma^\mu\not p_1\gamma^\nu]\,{\rm Tr}[\not p_2\gamma_\mu\not p_4\gamma_\nu]$. Each trace has the form $4(p^\mu q^\nu+p^\nu q^\mu-g^{\mu\nu}p\cdot q)$. In the product the terms with $g^{\mu\nu}$ cancel, since they contribute $-2-2+4=0$, and there remains

$$32\big[(p_2\cdot p_3)(p_1\cdot p_4)+(p_3\cdot p_4)(p_1\cdot p_2)\big]=8(u^2+s^2).$$

The average is $2e^4(s^2+u^2)/t^2$. For the $s$-channel square the traces pair $p_2$ with $p_1$ and $p_3$ with $p_4$, and the same algebra gives $2e^4(t^2+u^2)/s^2$. In the normalization used above,

$$\frac{d\sigma}{dx}=\frac{\pi\alpha^2}{s}\,[S(\tau)-I(\tau)],$$
$$S=\frac{1+(1-\tau)^2}{\tau^2}+(1-\tau)^2+\tau^2=\frac{2}{\tau^2}-\frac2\tau+2-2\tau+2\tau^2 .$$

Integration over the acceptance gives

$$\int S\,d\tau=\Big[-\frac2\tau-2\ln\tau+2\tau-\tau^2+\frac{2\tau^3}{3}\Big]_{0.1}^{0.9}=14.669,$$

or 19 111 pb for the squares and $19\,111-2598\approx16\,512$ pb for the sum (from unrounded values). With equal $|w|$, event numbers are proportional to absolute cross sections, so

$$f=\frac{1.994}{14.669+1.994}=0.1197,\qquad R=\frac{1}{(0.7606)^2}=1.73 .$$

A 1% error on the summed cross section now needs about 17 300 events instead of 10 000. A stream of merged events, cut into 20 000 Poisson pseudo-experiments of 100 events on average, gave 1.706. That is 1.3% below the formula, with an expected scatter of about 1%.

For the local fraction $f=I/(S+I)$, divide $S$ by $I$:

$$\frac SI=\frac{1+\tau^4+(1-\tau)^2(1+\tau^2)}{2\tau(1-\tau)^2}.$$

Set $q=(1-\tau)^2/\tau$, so that $\tau+1/\tau=q+2$. Then $(1+\tau^2)/\tau=q+2$ and $(1+\tau^4)/\tau^2=(q+2)^2-2$, which gives

$$\frac SI=\frac12\left[\frac{(q+2)^2-2}{q}+q+2\right]=q+\frac1q+3\ \ge\ 5 .$$

Equality holds at $q=1$, that is, $\tau^2-3\tau+1=0$, $\tau=(3-\sqrt5)/2$ and $\cos\theta=\sqrt5-2\approx0.236$. The largest local fraction is $f=1/(1+5)=1/6$, with $R=9/4$. This bound belongs to the limit $m^2\ll s$ used here; closer to threshold the mass terms can raise it, to about 0.25 at $s=10m^2$. A numerical maximization finds the same values. Towards both ends $f$ falls: in the forward direction $q\to\infty$ because the squared $t$-channel diagram dominates, and in the backward direction $q\to0$ because the interference vanishes. At $\cos\theta=-0.8$, $R$ is only 1.04.

Because $S\ge5I$, the difference $S-I$ is positive everywhere and can be generated directly with positive weights and $R=1$. The factor 1.73 is thus the price of splitting the cross section into separate samples.

## Variation 2: a fixed number of events

*The generator is stopped after exactly $N$ events. An event falls in the chosen region with probability $p$, and $f$ is the negative fraction there. What replaces the result of (a)?*

Each event contributes $X=+1$, $-1$ or $0$ to $D$, with probabilities $p(1-f)$, $pf$ and $1-p$. Hence $\langle X\rangle=p(1-2f)$ and $\langle X^2\rangle=p$. For $N$ independent events,

$$\delta^2=\frac{N\,[\,p-p^2(1-2f)^2\,]}{N^2p^2(1-2f)^2}=\frac1N\left[\frac{1}{p(1-2f)^2}-1\right].$$

A one-sign sample with the same $p$ has $\delta^2=(1/p-1)/N$. The ratio of the event numbers needed is therefore

$$\frac{R/p-1}{1/p-1}=\frac{R-p}{1-p},$$

which tends to $R$ for $p\ll1$. In a narrow bin the count is nearly Poisson distributed even at fixed $N$, and the simple law returns.

For $p=1$ it fails. A one-sign sample then has no counting error at all, because $D=\pm N$ is known in advance and the total cross section is already contained in $w$. The mixed sample keeps an error from the fluctuating split between signs, $N\delta^2=R-1$. This requires the sign of each event to be drawn independently; if the positive and the negative events were each stopped at a fixed number, the split would not fluctuate and no counting error would remain. For a stream with the $f$ of Variation 1, in which each event is at random of one kind or the other, $R-1$ is 0.7285, and the event stream gave 0.731, clearly different from the Poisson value 1.73.

For the bin $0\le\cos\theta\le0.2$, with $p=0.0505$ and $f=0.162$, the formula gives $N\delta^2=42.4$ and the stream 43.3. With only about five events per experiment in the bin, the error of the mean of $D$ adds to the scatter; from 20 000 pseudo-experiments the variance alone scatters by about 1% and the ratio $N\delta^2$ by about 1.2%, so the difference of 2% is about 1.6 standard deviations. Dropping the $-1$ would give 43.4, only about two standard deviations from 42.4, so this bin does not clearly tell the two laws apart; the whole acceptance does. The remaining values, including $f$ and $R$ at further angles, are in the numerical output.

## Computed results

```
relative sign of s- and t-channel diagrams: -1
largest relative deviation, spinors vs formula: 2.1e-15
largest interference found, massive scan: -0.0050 e^4
centre-of-mass energy: 10.0 GeV
acceptance: |cos theta| <= 0.8
tau range: 0.1 to 0.9
fine-structure constant: 0.007297353
m^2/s: 2.61e-09
prefactor pi alpha^2/s: 651.41 pb
integral of S over tau: 14.66866
integral of I over tau: 1.99445
cross section, squared diagrams: 19110.6 pb
cross section, interference: -2598.4 pb
cross section, sum: 16512.2 pb
interference alone, f: 1.0000
interference alone, R: 1.0000
interference alone, R from pseudo-experiments: 1.006
  pseudo-experiments: 12000, mean events each: 20
combined sample, f: 0.11969
combined sample, f from event stream: 0.11993
combined sample, 1-2f: 0.76062
combined sample, R: 1.7285
combined sample, R from pseudo-experiments: 1.706
  pseudo-experiments: 20000, mean events each: 100
target relative error: 0.01
events needed, interference alone: 10000
events needed, combined sample: 17285
fixed N, whole acceptance, N*rel.variance formula: 0.7285
fixed N, whole acceptance, measured: 0.731
bin cos theta range: 0.0 to 0.2
bin probability p: 0.05045, bin f: 0.16212
fixed N, bin, N*rel.variance formula: 42.41
fixed N, bin, measured: 43.27
local values at cos theta = -0.8: f = 0.0106, R = 1.0439
local values at cos theta = -0.4: f = 0.0840, R = 1.4445
local values at cos theta = +0.0: f = 0.1538, R = 2.0864
local values at cos theta = +0.4: f = 0.1601, R = 2.1641
local values at cos theta = +0.8: f = 0.0818, R = 1.4295
largest local f: 0.1667 at cos theta = 0.236, R = 2.2500
```
